Temperature for One Defect Jump per Second over a 2.5 eV Barrier

**The problem**

Ion implantation leaves point defects in the crystal of a wide-gap power device. A defect on a lattice site vibrates there and, now and then, gains enough energy from the lattice to cross a barrier into a neighbouring site. Take a migration barrier E = 2.5 eV and an attempt frequency ν = 1.0 × 10¹³ per second.

(a) At what temperature does the defect make one jump per second on average?

(b) How far does it wander in an anneal of one hour at that temperature, if each jump has length a = 0.30 nm?

(c) How often does it jump at a temperature of use of 450 K?

(d) How much do the answers depend on the inputs and on the simplifications of the model?

Three conventions are needed. The barrier is measured from the bottom of the potential well to the saddle, the lowest point of the ridge between two sites. The attempt frequency is the total prefactor of the jump rate, summed over all ways out of the site. Both E and ν are taken as independent of temperature. The Boltzmann constant is k = 8.617333 × 10⁻⁵ eV/K.

**A first estimate by scaling**

The barrier and the Boltzmann constant form one temperature, E/k. The attempt frequency and the wanted jump rate, called Γ₁, form one pure number, ν/Γ₁. The answer must therefore have the form

T₁ = (E/k) × f(ν/Γ₁).

At a fixed frequency ratio, the temperature is proportional to the barrier. The function f follows from the Boltzmann factor: the chance of finding an energy E falls by a factor e each time E grows by kT. The defect tries 10¹³ times per second and should succeed once, so its chance per attempt must be 10⁻¹³. One factor of ten costs ln 10 ≈ 2.3 units of kT, and thirteen of them cost about 30. Hence

E ≈ 30 kT₁.

With 1/k ≈ 11,600 K/eV, the temperature E/k is about 29,000 K, and

T₁ ≈ 29,000 K / 30 ≈ 967 K.

The same reasoning gives a value for part (c). The number of decades lost to the barrier is inversely proportional to T. It is 13 at 967 K, so at 450 K it is 13 × 967/450 ≈ 27.9. The rate is then about 10^(13 − 27.9) per second, or 1.2 × 10⁻¹⁵ per second without intermediate rounding.

The estimate assumes that the prefactor of the Boltzmann factor is the vibration frequency. It also leaves open what "one jump per second" means for a random process.

**The exact solution: where the rate law comes from**

Consider a particle of mass m moving along the jump path x in a potential V(x), with V = 0 at the bottom of the well and V = E at the saddle. Suppose that the well is in thermal equilibrium and that classical mechanics holds. The probability density of the position is

ρ(x) = exp(−V(x)/kT) / Z,  Z = ∫ exp(−V(x)/kT) dx,

with the integral taken over the well. At the saddle the density is exp(−E/kT)/Z.

The rate of crossing in one direction is this density times the mean of the positive part of the velocity. With the Maxwell distribution, that mean is

⟨v₊⟩ = √(m/(2πkT)) ∫₀^∞ v exp(−mv²/(2kT)) dv.

The integral equals kT/m, because the integrand is the derivative of −(kT/m) exp(−mv²/(2kT)). Therefore

⟨v₊⟩ = √(m/(2πkT)) × kT/m = √(kT/(2πm)).

When kT is much smaller than E, the particle stays near the bottom, where the well is nearly a parabola, V ≈ Kx²/2. The Gaussian integral then gives

Z = √(2πkT/K).

The product of velocity and density is

Γ = √(kT/(2πm)) × √(K/(2πkT)) × exp(−E/kT).

The factors kT cancel, which leaves

Γ = (1/2π) √(K/m) × exp(−E/kT).

The factor in front is the vibration frequency of the harmonic well. This is the rate through one exit. For several equivalent exits the rates add, and ν denotes the total prefactor:

Γ(T) = ν exp(−E/kT).

Two further effects belong in ν. If the barrier is a free energy E − TS with a constant migration entropy S, then exp(−(E − TS)/kT) = exp(S/k) exp(−E/kT), and the entropy multiplies the prefactor by a constant. Second, a particle that crosses the saddle and turns back at once has not made a lasting jump, so the flux formula overestimates the rate. Here the reduction is treated as part of an effective, constant ν.

**What one jump per second means**

Let p = exp(−E/kT) be the chance of success per attempt, and let the attempts be independent. In a time t there are νt attempts, and the chance that none succeeds is

S(t) = (1 − p)^(νt) = exp(νt ln(1 − p)).

For small p, ln(1 − p) ≈ −p, with a next term of −p²/2. Here p is 10⁻¹³, so that term is negligible, and

S(t) = exp(−νpt) = exp(−Γt).

The probability density of the waiting time is −dS/dt. The mean wait follows by integration by parts, where the boundary term tS(t) vanishes at both ends:

⟨t⟩ = ∫₀^∞ t (−dS/dt) dt = ∫₀^∞ S(t) dt = 1/Γ.

A rate of one per second thus means a mean wait of one second, not a regular beat. The chance that the defect has not moved after one mean wait is e⁻¹ = 0.368.

**Part (a): the temperature**

Set Γ(T₁) = Γ₁ and divide by ν:

exp(−E/kT₁) = Γ₁/ν.

Take the logarithm of both sides and change the sign:

E/kT₁ = ln(ν/Γ₁).

Solving for the temperature gives

T₁ = E / (k ln(ν/Γ₁)).

The solution is unique. The derivative dΓ/dT = Γ E/(kT²) is positive, so the rate rises steadily from zero towards ν, and it takes each value between them once. A wanted rate of ν or more has no solution at a finite positive temperature. The derivation fails before that limit, because the particle no longer stays near the bottom of the well when kT is comparable with E.

For the given numbers,

ln(ν/Γ₁) = 13 × 2.302585 = 29.9336,

kT₁ = 2.5 eV / 29.9336 = 0.08352 eV,

T₁ = 0.08352 eV / (8.617333 × 10⁻⁵ eV/K) = 969.2 K.

This is 696 °C, or about 970 K. Solving the rate equation numerically, without the logarithmic formula, gives the same temperature. At 970 K itself the rate is 1.03 per second.

The barrier is 30 times the thermal energy. The jump is still frequent on a human scale because the defect makes 10¹³ attempts in each second.

**Part (b): the distance covered in an anneal**

In one hour at T₁ the mean number of jumps is Γ₁t = 3600. Let the jumps be vectors r₁, r₂, … of equal length a and independent direction. After N jumps the displacement R is their sum, and

⟨R²⟩ = Σ ⟨rᵢ²⟩ + Σ ⟨rᵢ · rⱼ⟩, with i ≠ j in the second sum.

Each term of the first sum is a². Each term of the second is zero if the directions are uncorrelated and no direction is preferred. So ⟨R²⟩ = Na². The number N fluctuates, but averaging over it replaces N by its mean Γt:

R_rms = a √(Γt) = 0.30 nm × √3600 = 18 nm.

A simulation of 20,000 random walks on a simple cubic lattice, with fluctuating jump numbers, gives 17.92 nm. The difference of 0.4 percent is about one and a half times the statistical error expected for that many walks.

One jump per second therefore does not define an annealing temperature. What matters is also the target. Along one axis the rms displacement is 18 nm/√3 = 10.4 nm. The chance of having touched a flat surface is twice the chance of ending beyond its plane in an unbounded crystal, which gives about 8 percent for a surface 18 nm away. A single fixed partner at that distance is a much smaller target: the chance of coming within 1 nm of it is below 1 percent. A surface a micrometre away is practically out of reach, since that takes an excess of more than 3300 jumps towards it, while only about 3600 jumps in all directions are expected. Because R_rms grows as the square root of the rate, ten times the distance in the same time needs a hundred times the rate.

**Part (c): the temperature of use**

At 450 K the thermal energy is 0.03878 eV and the exponent E/kT is 64.5. The rate is

Γ(450 K) = 10¹³ s⁻¹ × exp(−64.5) ≈ 1.0 × 10⁻¹⁵ s⁻¹.

The mean wait is about 3 × 10⁷ years. In this model, a defect that moves every second during the anneal is frozen in during use. Lowering the temperature by a factor of 2.15 has lowered the rate by fifteen orders of magnitude.

**Comparison of the estimate with the solution**

The scaling estimate of 967 K is 0.3 percent below the solution. Most of the difference comes from rounding 29.93 to 30, which lowers the temperature by 0.22 percent. Rounding 1/k from 11,604.5 to 11,600 K/eV lowers it by another 0.04 percent. The estimate has the same structure as the solution, with f = 1/ln(ν/Γ₁); what the full derivation adds is the prefactor, the statistical meaning of the rate and the conditions for both.

For the rate at 450 K, the estimate of 1.2 × 10⁻¹⁵ per second is 18 percent too high. The same rounding is at work, but the exponential magnifies it: a relative error of 0.26 percent in an exponent of 64.5 is an absolute error of 0.168, and e^0.168 is about 1.18. Finding a temperature from a rate suppresses relative errors in the rate and in ν, because a logarithm is taken. Finding a rate from a temperature enlarges relative errors in the exponent E/kT, because an exponential is taken.

**Part (d): sensitivity to the inputs**

Taking the logarithm of the rate law and differentiating gives

d ln Γ/dT = E/(kT²).

Near T₁, the temperature step that changes the rate by a factor of about e is therefore

kT₁²/E = T₁ / ln(ν/Γ₁) = 969.2 K / 29.93 = 32.4 K.

A furnace 10 K too hot raises the rate by a factor of 1.36.

The attempt frequency enters through its logarithm. If ν is ten times smaller, T₁ rises to 1050 K; if it is ten times larger, T₁ falls to 900 K. The shifts, +81 K and −69 K, are unequal because T₁ depends on the inverse of the logarithm.

The barrier enters in direct proportion, at fixed ν and Γ₁. An increase of 0.1 eV is 4 percent of 2.5 eV, and it raises T₁ by 4 percent, or 38.8 K.

The convention for ν matters as much. For independent exits with rates Γᵢ, the chance that none has been used by time t is the product of the factors exp(−Γᵢt), which is exp(−t ΣΓᵢ), so the rates add. Suppose that 10¹³ per second belonged to each of z exits. Then

T₁ = E / (k ln(zν/Γ₁)).

In a close-packed sublattice each site has twelve nearest sites of the same kind. For z = 12 the logarithm grows by 2.48 to 32.42, and T₁ falls to 895 K. An attempt frequency quoted without its convention therefore leaves an uncertainty of 74 K in this example.

**Part (d): simplifications of the model**

The first simplification is the harmonic well. As a definite alternative, take the periodic potential

V(x) = (E/2)(1 − cos θ),  θ = 2πx/a.

Its curvature at the bottom is K = 2π²E/a². For this comparison let the well frequency be ν, so that the rate through one exit is compared with ν exp(−E/kT). The mass is then m = K/(2πν)² = E/(2a²ν²) = 13.4 atomic mass units, close to that of a carbon atom.

To find the leading correction, write y = E/(2kT) and expand the cosine:

V/kT = yθ²/2 − yθ⁴/24 + …

The well is wider than its parabola, so Z is larger than the harmonic value by the factor 1 + y⟨θ⁴⟩/24. For a Gaussian of variance 1/y, ⟨θ⁴⟩ = 3/y². The factor is

1 + 1/(8y) = 1 + kT/(4E).

Since Z stands in the denominator of the rate, this predicts a rate at T₁ about 0.84 percent below the harmonic one, to first order. Numerical integration over the full potential gives a rate 0.86 percent below the harmonic one, and 0.42 percent below at half the temperature, in line with the proportionality to T. The effect on T₁ is +0.3 K.

The second simplification is classical mechanics. Its size is governed by the vibration quantum of the well, not by the total prefactor. With the well frequency set equal to ν, as in the cosine model, the governing ratio is

x_q = hν/(kT₁) = 0.495,

where h is the Planck constant. In the well, the classical sum over states 1/x_q is replaced by the sum over the levels (n + 1/2)hν, a geometric series:

Σ exp(−(n + 1/2)x_q) = exp(−x_q/2)/(1 − exp(−x_q)) = 1/(2 sinh(x_q/2)).

This sum stands in the denominator of the rate, which therefore grows by the factor

sinh(x_q/2)/(x_q/2) = 1.0102.

Two effects nearly cancel here. The zero-point energy shortens the climb and alone would raise the rate by exp(x_q/2) = 1.28, while the sum over discrete levels instead of a continuum lowers it by the factor (1 − exp(−x_q))/x_q = 0.79.

At the saddle the particle can tunnel. Approximate the saddle by an inverted parabola with the same magnitude of curvature as the well, as in the cosine potential. The known transmission probability at an energy ε above the top is 1/(1 + exp(−2πε/hν)). Averaging it over the Boltzmann distribution, with u = ε/kT, gives the factor

∫ exp(−u) / (1 + exp(−2πu/x_q)) du = (x_q/2)/sin(x_q/2) = 1.0103,

where u runs from −∞ to ∞. The integral converges for x_q < 2π; at lower temperatures the parabola is no longer an adequate model of the barrier. Together the two factors raise the rate by 2.1 percent and lower T₁ by 0.7 K. The correction grows roughly as x_q². At 450 K, where x_q is 1.07, it raises the rate of part (c) by about 10 percent. A well twice as stiff in frequency, 2 × 10¹³ per second at the same total prefactor, would raise the rate at T₁ by about 8 percent and lower T₁ by about 2.6 K.

The third simplification is the absence of an electric field. The anneal is done without bias, so T₁ is unaffected, but the device in use is not field-free. A field F adds −qFx to the energy of a defect with charge q. The saddle lies half a jump ahead of the well, so to first order the barrier for a jump along the force falls by

ΔE = qFa/2.

Take one elementary charge and F = 3 MV/cm, which is 0.3 V/nm. Then ΔE = 0.3 V/nm × 0.15 nm × e = 0.045 eV. The full tilted cosine potential gives 0.0448 eV; the small difference arises because the field also moves the well and the saddle. At 450 K the rate along the force grows by exp(0.045/0.03878) = 3.2. If this factor applied to the whole rate, it would still be only 3.2 × 10⁻¹⁵ per second. The factor is raised to the power of the charge number, so for a doubly charged defect it is about 10; the picture of a rigid point charge moving half a jump to the saddle is itself an idealisation.

**The model beside a real device**

The barrier is of the same order as those of vacancies in silicon carbide, which are a few eV and often higher than 2.5 eV, and 3 MV/cm is roughly the breakdown scale of that material. The numbers are round parameters, not data for one particular defect. Anneals that activate implanted dopants in silicon carbide are run far hotter than 970 K, roughly at 1900 K, because they must do more than let one kind of defect hop.

The assumption most plainly broken in a real device is that of a single barrier. The barrier depends on the charge state of the defect, hence on doping and bias, and defects can be trapped by impurities or by one another. Under carrier injection, energy released by recombination at a defect can also drive its motion, which the thermal rate law does not describe, so the result of part (c) covers thermal jumps only. Since T₁ is proportional to E at fixed ν and Γ₁, a change of 0.5 eV would move it by 194 K. This is far more than the anharmonic and quantum corrections, which are each below 1 K for a well frequency of 10¹³ per second. For a well frequency of 2.9 × 10¹³ per second, near the top of the phonon spectrum of silicon carbide, the quantum shift in this one-dimensional model is about 5.5 K, still small by comparison. "About 970 K" is thus the answer for the stated inputs; for a real defect, the uncertainty of E and ν sets the precision. The numerical output below lists the main values used here.

Computed values

```
Boltzmann constant: 1.380649e-23 J/K = 8.617333e-05 eV/K
Barrier E: 2.50 eV = 4.00544e-19 J
Attempt frequency nu: 1.0e+13 1/s
Wanted jump rate: 1.0 1/s
ln(nu/rate): 29.9336
Thermal energy kB*T1: 0.08352 eV
Temperature T1, formula: 969.19 K = 696.0 deg C
Temperature T1, numerical root: 969.19 K
Jump rate at exactly 970 K: 1.0254 1/s
Success chance per attempt at T1: 1.000e-13
Mean wait at T1: 1.0000 s
Chance of no jump in one mean wait: 0.3679
Temperature step kB*T1^2/E: 32.38 K
Rate factor for 10 K above T1: 1.358
Jump length: 0.30 nm
Anneal time: 3600 s
Mean number of jumps in anneal: 3600
Rms displacement, formula: 18.00 nm
Rms displacement, random walk: 17.92 nm
Temperature of use: 450 K
Jump rate at temperature of use: 1.00e-15 1/s
Mean wait at temperature of use: 3.16e+07 years
T1 if nu is ten times smaller: 1050.0 K
T1 if nu is ten times larger: 900.0 K
Shift of T1 for +0.1 eV in E: 38.8 K
Number of exits in comparison: 12
T1 if each exit has the full nu: 894.9 K
Mass in cosine model: 13.40 u
Flux rate / simple rate at T1: 0.99138
Flux deviation at T1: 0.862 percent
Flux deviation at T1/2: 0.424 percent
Shift of T1 by anharmonic well: 0.28 K
x = h*nu/(kB*T1): 0.4952
Quantum factor of well: 1.01025
Quantum factor of saddle (tunnelling): 1.01029
Combined quantum factor: 1.02064
Shift of T1 by quantum factors: -0.66 K
Field ceiling: 3.0 MV/cm
Barrier lowering by field, q*F*a/2: 0.0450 eV
Barrier lowering, tilted potential: 0.0448 eV
Rate factor by field at temperature of use: 3.19
Jump rate in field at use: 3.20e-15 1/s
```
